# How moire bandwidth and Coulomb repulsion scale with the period

**Question.** A carrier sits in a semiconductor moire potential of period $a$. If the period is lengthened while the depth of the potential and the effective mass stay fixed, how fast does the width of the lowest band fall, and how fast does the repulsion between two carriers on one site fall? What are the two energies for a period of 8 nm?

**Answer.** Take a carrier of mass $m$ in the triangular potential

$$V(\mathbf r)=-2V_0\sum_{j=1}^{3}\cos(\mathbf G_j\cdot\mathbf r),\qquad |\mathbf G_j|=G=\frac{4\pi}{\sqrt3\,a},\qquad \sum_j\mathbf G_j=0 .$$

Here $V_0$, $m$ and the shape of the potential are held fixed, and the wells are assumed deep in a sense made precise below.

**The barrier.** Let $x$ run along a bond between neighbouring minima and $y$ across it. With $X=\cos(2\pi x/a)$ and $c=\cos(2\pi y/\sqrt3a)$ the potential is $-2V_0[(2c^2-1)+2cX]$. Its minimum is $-6V_0$, and measured from there

$$\Delta V=V+6V_0=4V_0(2-c^2-cX).$$

On the bond $c=1$ and $\Delta V=4V_0(1-X)=8V_0\sin^2(\pi x/a)$, so the saddle lies $8V_0$ above the minimum. Expanding at the minimum gives $\tfrac12m\omega^2x^2=8V_0\pi^2x^2/a^2$, that is, $m\omega^2=16\pi^2V_0/a^2$.

**The action.** The tunnelling action along the bond is

$$S=\int_0^a\!\sqrt{2m\Delta V}\,dx=4\sqrt{mV_0}\int_0^a\!\sin\frac{\pi x}{a}\,dx=\frac{8a\sqrt{mV_0}}{\pi}.$$

Define $\sigma=S/\hbar$. Since $\hbar\omega=4\pi\hbar\sqrt{V_0/m}/a$, the product $\sigma\hbar\omega$ equals $32V_0$. Deep wells mean $\sigma\gg1$. At fixed depth the barrier keeps its height and becomes wider, so $S$ is proportional to $a$.

No other path between minima is cheaper. Subtracting the bond profile gives

$$\Delta V-8V_0\sin^2\frac{\pi x}{a}=4V_0(1-c)(1+c+X).$$

A path leaving a minimum must cross its hexagonal cell. The mirror lines of the potential fold the part inside the cell, at no cost, into the sector $0\le x\le a/2$, $|y|\le x/\sqrt3$. There $c\ge\tfrac12$ and $X\ge-1$, so the right side is not negative. The cost to reach the cell edge is then at least $\int_0^{a/2}4\sqrt{mV_0}\sin(\pi x/a)\,dx=S/2$. Entering the other cell costs at least the same again.

**The prefactor.** In imaginary time $\tau$ the path obeys $\tfrac12m\dot x^2=\Delta V$. With $\theta=\pi x/a$ this reads $\dot\theta=\omega\sin\theta$, solved by $\tan(\theta/2)=e^{\omega\tau}$, so $\sin\theta=1/\cosh(\omega\tau)$. Write $s=\omega\tau$. Along the path $X=1-2\,\mathrm{sech}^2s$, and the curvatures of the potential are

$$V_{xx}=m\omega^2X=m\omega^2(1-2\,\mathrm{sech}^2s),$$

$$V_{yy}=\frac{32\pi^2V_0}{3a^2}\Big(1+\frac X2\Big)=m\omega^2\Big(1-\tfrac23\,\mathrm{sech}^2s\Big).$$

Small deviations from the path contribute the inverse square root of a determinant, taken relative to a carrier resting in a well. That ratio follows from the solution of $y''=(V''/m\omega^2)\,y$ that starts as $e^{s}$ at $s\to-\infty$: it is the coefficient of $e^{s}$ at $s\to+\infty$. The reason is that, as functions of a spectral parameter, both quantities vanish at the same bound-state energies and tend to 1 far from the spectrum.

*Along the bond.* Replace the constant 1 by $\kappa^2$. The solution is $y=e^{\kappa s}(\kappa-\tanh s)/(\kappa+1)$, and the ratio is $(\kappa-1)/(\kappa+1)$. It vanishes at $\kappa=1$ because shifting the path in time costs no action. Dividing out the corresponding eigenvalue $\omega^2(\kappa^2-1)$ leaves $1/[\omega^2(\kappa+1)^2]\to1/(4\omega^2)$, whose inverse square root is $2\omega$. The shift itself is integrated over time. A normalized mode has measure $\sqrt{m/2\pi\hbar}\,dc_0$, with $dc_0=d\tau_0\,(\int\dot x^2d\tau)^{1/2}$. Because $\int m\dot x^2d\tau=S$, this supplies $\sqrt{S/2\pi\hbar}$ per unit time.

*Across the bond.* Let $\lambda(\lambda+1)=\tfrac23$, so $\lambda=0.457$. Put $y=e^sF(z)$ with $z=1/(1+e^{-2s})$. Since $dz/ds=2z(1-z)$ and $\mathrm{sech}^2s=4z(1-z)$, the equation becomes

$$z(1-z)F''+(2-2z)F'+\lambda(\lambda+1)F=0 .$$

This is the hypergeometric equation with solution $F(-\lambda,\lambda+1;2;z)$, equal to 1 at $z=0$. Gauss's value at $z=1$ gives the ratio

$$D=\frac{1}{\Gamma(2+\lambda)\Gamma(1-\lambda)}=\frac{\sin\pi\lambda}{\pi\lambda(\lambda+1)}=\frac{3\sin\pi\lambda}{2\pi}=0.473 .$$

The factor $D^{-1/2}=1.45$ exceeds 1 because the valley is softer sideways at the saddle than at the minimum.

Tunnelling to each neighbour therefore has the rate $K=2\omega\sqrt{\sigma/2\pi}\,D^{-1/2}e^{-\sigma}$. Since $K\ll\omega$, successive events are well separated and independent. Summing any number of them, with any of the six directions $\boldsymbol\delta$ at each, exponentiates to $E(\mathbf k)=E_0-t\sum_{\boldsymbol\delta}e^{i\mathbf k\cdot\boldsymbol\delta}$ with $t=\hbar K$. Inserting $\hbar\omega=32V_0/\sigma$,

$$t=32V_0\sqrt{\frac{2}{\pi\sigma D}}\;e^{-\sigma}\,[1+O(1/\sigma)] .$$

**The width.** The six phases combine into $E-E_0=-2t\Sigma$, where $\Sigma$ is a sum of three cosines. Its maximum is 3. From $|1+e^{i\alpha}+e^{i\beta}|^2=3+2\Sigma\ge0$ its minimum is $-\tfrac32$. The band runs from $-6t$ to $+3t$, so $W=9t$. As $\sigma\propto a$,

$$W\propto a^{-1/2}e^{-\sigma},\qquad \frac{d\ln W}{d\ln a}=-\Big(\sigma+\frac12\Big).$$

The local exponent grows without limit, so no power law describes the width.

**The repulsion.** In the harmonic well the density is $e^{-r^2/\ell^2}/\pi\ell^2$ with $\ell^2=\hbar/m\omega=\hbar a/(4\pi\sqrt{mV_0})$. The separation of two such carriers is distributed as $e^{-r^2/2\ell^2}/2\pi\ell^2$, and the mean of $1/r$ is $\ell^{-2}\int_0^\infty e^{-r^2/2\ell^2}dr=\sqrt{\pi/2}/\ell$. With relative permittivity $\varepsilon$,

$$U=\frac{e^2}{4\pi\varepsilon_0\varepsilon}\,\frac{\sqrt{\pi/2}}{\ell}\propto a^{-1/2}.$$

The orbital widens only as $\sqrt a$, because the well softens as its fixed depth is spread over a longer period. Unscreened repulsion between neighbouring sites falls as $1/a$. Thus $U/W$ grows as $e^{\sigma}$: the powers $a^{-1/2}$ cancel at leading order.

Two refinements change the local exponent, while the fall at long periods stays algebraic. First, the cosine well is softer than a parabola. For a Gaussian of squared length $u\ell^2$ the energy is $\hbar\omega/2u+6V_0(1-e^{-G^2u\ell^2/4})$, with $G^2\ell^2=32/3\sigma$. Setting its derivative to zero and using $6V_0G^2\ell^2/4=\hbar\omega/2$ gives $u^2=e^{8u/3\sigma}$, or $u=e^{4u/3\sigma}$. With $q=\ln u=4u/3\sigma$, differentiation gives $dq/d\ln a=-q/(1-q)$. Since $U\propto(ua)^{-1/2}$, its exponent is $-\tfrac12+q/[2(1-q)]$: for $q<\tfrac12$ the fall is slower, and the exponent tends to $-\tfrac12$ at large $\sigma$. At $\sigma=4$ the formula has $q>\tfrac12$ and would make $U$ rise with the period; a single Gaussian is then too crude to give the exponent.

Second, two carriers in one well avoid each other. The ratio $U/\hbar\omega$ grows as $a^{1/2}$, so at long periods repulsion dominates. With $C=e^2/4\pi\varepsilon_0\varepsilon$, minimizing $\tfrac14m\omega^2r^2+C/r$ gives $r^3=2C/m\omega^2$ and energy $3C/2r\propto(m\omega^2)^{1/3}\propto a^{-2/3}$.

**Numbers for 8 nm.** Take $m=0.5$ electron masses, $V_0=15$ meV and $\varepsilon=10$. Then $\sigma=0.799\times8=6.39$ and $\hbar\omega=32\times15/6.39=75$ meV. The hopping is

$$t=480\ \text{meV}\times\sqrt{\frac{2}{\pi\times6.39\times0.473}}\times e^{-6.39}=0.37\ \text{meV},$$

and $W=9t=3.3$ meV. The orbital length is $\ell=1.42$ nm and $C=144$ meV nm, so $U=144\times1.253/1.425=127$ meV. The table compares the formula with the width found by diagonalizing the same Hamiltonian in plane waves.

| $a$ (nm) | $\sigma$ | $W$ formula (meV) | $W$ bands (meV) | $U$ (meV) |
|---|---|---|---|---|
| 5 | 4.0 | 46 | 26.9 | 160 |
| 8 | 6.4 | 3.3 | 2.73 | 127 |
| 12 | 9.6 | 0.111 | 0.100 | 103 |

From 5 to 12 nm the computed width falls by a factor of 268, and the harmonic $U$ of the table by $\sqrt{12/5}=1.55$. The numerical Wannier orbital, which includes the swelling, gives 121 meV at 5 nm and 96 meV at 12 nm, a fall by only 1.27. The ratio of this $U$ to the computed width rises from 4.5 to about 950. The formula exceeds the computed width by 72% at 5 nm, 22% at 8 nm and 11% at 12 nm. For $\sigma$ between 10 and 22 the ratio of computed to formula width is close to $1-0.9/\sigma$, as expected of a leading-order result. At 8 nm the computed local exponent is $-6.4$, against $-6.9$ from the formula.

The numerical Wannier orbital gives $U=110$ meV at 8 nm, with local exponent $-0.28$; the swelling law gives $-0.31$. Between $\sigma=10$ and 20 the mean exponent is $-0.44$, on its way to $-\tfrac12$. Solving the two-carrier problem in the harmonic well gives a pair energy, counted from two non-interacting carriers, of 95 meV with exponent $-0.61$, between the two limits found above.

**Where the scaling fails.** If $V_0\to0$, the band reaches from zero to the free kinetic energy at the zone corner, $|\mathbf k|=4\pi/3a$, so $W=8\pi^2\hbar^2/9ma^2$, a power law. The exponential needs $\sigma\gg1$. It also needs fixed depth: if $V_0$ fell as $1/a^2$, $\sigma$ would not change and $W$ would fall as $1/a^2$ too.

**The real case.** The parameters are rough values in the regime of holes in aligned WSe$_2$/WS$_2$, whose period is near 8 nm. Twisting this pair shortens the period, so the 12 nm row continues the model. In real layers relaxation makes the depth depend on the period. At 8 nm a depth 10% larger lowers the computed width from 2.7 to 2.2 meV, and a mass 10% larger lowers it to 2.0 meV. The shape matters too: replacing each cosine by $\cos(\mathbf G_j\cdot\mathbf r+45^\circ)$ at the same $V_0$ raises the width to 7.2 meV, lowers the on-site repulsion from 110 to about 89 meV and narrows the gap to the next band from 44 to 18 meV. Continuum fits for this pair give a phase near 45°, and for that shape the wells at 8 nm are not deep (see below), so the unshifted potential is a model of the scaling and not of this material. A predicted width is therefore uncertain by a factor of a few, even where its trend is clear.

The Coulomb energy is less sensitive to depth and mass, since in the harmonic well $U\propto(mV_0)^{1/4}/\varepsilon$, but it depends directly on the dielectric surroundings. Metal gates 20 nm above and below reduce the Wannier value from 110 to 105 meV. Replacing $\varepsilon=10$ by $5(1+qr_0)$ at wavevector $q$, with $r_0=2$ nm, which describes a polarizable layer in surroundings of permittivity 5, gives 126 meV. The $1/a$ law for neighbours requires gates much farther away than $a$. At 8 nm that repulsion is 18 meV without gates and 13 meV with gates at 20 nm, in both cases well above the bandwidth, so a model with on-site repulsion alone omits a large term. At 4 K, $k_BT=0.34$ meV is small against the computed width at 8 nm, which corresponds to 32 K. It is larger than the whole width at 12 nm, and far larger than the simplest superexchange estimate $4t^2/U$, a few µeV at 8 nm. That estimate does not fix the coupling between neighbouring spins: direct Coulomb exchange, which favours parallel spins, and hopping assisted by the repulsion also contribute, and here they dominate: with the Wannier orbitals at 8 nm, twice the direct exchange is 28 µeV against $4t^2/U=3.4$ µeV, the assisted hopping is 0.25 meV against $t=0.31$ meV, and the two-site estimate favours parallel spins.

The one-band picture has a further limit. The harmonic energy of 75 meV per carrier is too high for the softer cosine well, where the Gaussian estimate above gives $\hbar\omega/2u+6V_0(1-e^{-8u/3\sigma})=67$ meV with $u=1.32$. With the harmonic pair energy, two carriers on one site would have $2\times67+95=229$ meV above the bottom. The softer well also lowers their repulsion: solved in the cosine well, the pair lies at about 210 meV, 78 meV above two non-interacting carriers. One carrier in its ground state and another on the saddle have $67+120=187$ meV, to which their mutual repulsion adds about $144/4=36$ meV. Zero-point motion across the valley, whose frequency at the saddle is $\omega/\sqrt3$, adds about 22 meV more. The sum, about 245 meV, lies some 35 meV above the energy of the pair, well below the $120+22-67=75$ meV that confines a single carrier. This margin does not make the doubly occupied site a confined state. The second band lies 112 to 131 meV above the minimum, so one carrier in its ground state and one in the second band on an empty neighbouring well have, with 18 meV of repulsion, about 196 to 215 meV. That range contains the energy of the pair, and the two kinds of state mix strongly. For the shape with the 45° phase there is no margin at all: the barrier is only 42 meV, less than the 52 meV that a single carrier already has above the minimum. The repulsion is also as large as $\hbar\omega$ and well above the 44 meV gap to the second band, so the pair mixes in higher orbitals, and neither 127 nor 95 meV should be read as a precise Hubbard $U$. In the unshifted potential, lengthening the period from 8 to 12 nm widens the margin below the saddle in this estimate, since the pair energy and $\hbar\omega$ fall while the barrier stays fixed, but it does not reduce the mixing, since $U/\hbar\omega$ grows. The numerical output lists the remaining periods and intermediate values.

## Numbers as computed

```
mass = 0.5 m_e, V0 = 15.0 meV, eps = 10.0
barrier at saddle 8 V0 = 120 meV; peak-to-peak 9 V0 = 135 meV
sigma per nm of period = 0.7989 1/nm
lambda = 0.45743, D = 0.47320, D numeric = 0.47320
D^(-1/2) = 1.4537
test: sigma, W(bands)/W(formula)
    10  0.9082
    13  0.9299
    17  0.9465
    22  0.9589
extrapolated ratio at infinite sigma = 1.0069
decay rate from bands, 16 to 20 nm = 0.7951 1/nm
U(Wannier)/U(Gauss) at sigma 10, 20 = 0.9289, 0.9676
same from swelling law = 0.9251, 0.9648
mean exponent of U, sigma 10 to 20 = -0.441
a/nm sigma W_formula/meV W_bands/meV U_Gauss/meV U_pair/meV U_Gauss/W_bands
   5  3.995   46.1713   26.9000   160.3   126.4      5.96
   6  4.793   18.9593   12.9532   146.3   113.4     11.29
   7  5.592    7.8957    6.0385   135.4   103.3     22.43
   8  6.391    3.3223    2.7274   126.7    95.3     46.45
  10  7.989    0.6013    0.5282   113.3    83.2    214.52
  12  9.587    0.1111    0.1004   103.4    74.4   1030.62
W_bands(5 nm)/W_bands(12 nm) = 268.0
U_Gauss(5 nm)/U_Gauss(12 nm) = 1.549
All lines below: a = 8 nm
hbar omega = 75.10 meV, ell = 1.425 nm
t formula = 0.3691 meV, t1 bands = 0.3076 meV
t2/t1 from bands = -0.0251
gap to next band = 44.47 meV
local exponent of W: bands -6.445, formula -6.891
swelling factor u = 1.3159
local exponent of U: Wannier -0.276, swelling law -0.311
local exponent of pair energy = -0.606
W, mass +10% = 1.9872 meV
W, depth +10% = 2.1859 meV
W, shape phase 45 deg = 7.2314 meV
U Wannier, eps = 10: 110.2 meV
U Wannier, two gates at 20 nm: 105.2 meV
U Wannier, kappa = 5, layer length 2 nm: 126.1 meV
neighbour repulsion e^2/(4 pi eps0 eps a) = 18.00 meV
W_bands/k_B = 31.7 K; k_B T at 4 K = 0.345 meV
```
